# What Isothermal Cabrera–Mott Thickness Data Can and Cannot Determine

## Two fits, one curve

Suppose that oxide thickness has been recorded at 300 K and fitted with the Cabrera–Mott law. One fit returns a barrier of 1.6 eV, a prefactor of $2\times10^{12}$ nm/s, a potential of 1.5 V and an activation distance of 0.2 nm. Another returns 1.8 eV, $4.58\times10^{15}$ nm/s, 0.75 V and 0.4 nm. Integrated over the same period from the same starting thickness, with the second prefactor taken unrounded as $2\times10^{12}e^{0.2\,\text{eV}/kT}$ nm/s, the two growth curves differ by less than $10^{-13}$ nm, which is numerical error; rounding it to three digits alone leaves about $3\times10^{-6}$ nm. No reduction of noise and no increase in the number of readings can choose between them. Which set a fitting routine returns depends on its starting guess or on constraints added by hand. A barrier quoted from such a fit is not a measurement.

The singular values of the sensitivity matrix expose this failure before any fit is made. Repeating the calculation with a further experiment included shows whether that experiment cures the failure, and how well the quantities are then determined.

## The law and its assumptions

An ion of charge $q$ enters the oxide by crossing a barrier $W$. The top of the barrier lies a distance $a$ from the starting site. A potential $V$ across a film of thickness $X$ gives the field $V/X$, which does work $w=qaV/X$ on the ion on its way to the top. If this work simply subtracts from the barrier, forward hops face $W-w$ and backward hops face $W+w$. The ratio of backward to forward rates is therefore $e^{-2w/kT}$. Where this is negligible,

$$\frac{dX}{dt}=u_0\exp\left[-\frac{W-qaV/X}{kT}\right].\tag{1}$$

The prefactor $u_0$ is a speed: attempt frequency times ions per area times oxide volume per ion. The last two factors multiply to roughly the thickness of one ion layer, 0.3 nm. The second fit of the opening would then need an attempt frequency near $10^{16}$ per second, about a thousand times a typical lattice frequency. Such outside knowledge can exclude a parameter set; the thickness readings cannot. I take $T$, $q$ and the starting thickness $X_0$ as known, $V$ as independent of time, and $u_0$ as independent of $a$. The last assumption and the linear lowering of the barrier are relaxed below.

At fixed temperature, define

$$u=u_0e^{-W/kT},\qquad b=\frac{qaV}{kT}.\tag{2}$$

Then $dX/dt=u\,e^{b/X}$. Four parameters enter through two groups. The curve is unchanged by either of the finite replacements

$$W\to W+\epsilon,\quad u_0\to u_0e^{\epsilon/kT};\qquad a\to\lambda a,\quad V\to V/\lambda.$$

The second fit above has $\epsilon=0.2$ eV and $\lambda=2$. With $kT=0.02585$ eV, the prefactor grows by $e^{0.2/0.02585}\approx2.29\times10^3$, as quoted. What remains to be shown is that $u$ and $b$ can themselves be separated.

## Solution and sensitivities

Separating variables in $dX/dt=u\,e^{b/X}$ gives

$$ut=\int_{X_0}^{X}e^{-b/x}\,dx.\tag{3}$$

Let $E_n(z)=\int_1^\infty e^{-zs}s^{-n}ds$. Substituting $x=X/s$, so that $dx=-X\,ds/s^2$, yields

$$\int_0^Xe^{-b/x}dx=X E_2(b/X),\qquad \int_0^X\frac{e^{-b/x}}{x}dx=E_1(b/X).$$

The thickness therefore satisfies

$$ut=XE_2(b/X)-X_0E_2(b/X_0).\tag{4}$$

Now differentiate (3) at fixed $t$. With respect to $\ln u$, the left side gives $ut$ and the right side gives $e^{-b/X}$ times the change of the upper limit. Hence

$$s_u\equiv\frac{\partial X}{\partial\ln u}=ut\,e^{b/X}.\tag{5}$$

With respect to $\ln b$, the left side gives zero. On the right both the limit and the integrand change:

$$0=e^{-b/X}s_b-b\int_{X_0}^X\frac{e^{-b/x}}{x}dx,$$

$$s_b\equiv\frac{\partial X}{\partial\ln b}=b\,e^{b/X}\left[E_1(b/X)-E_1(b/X_0)\right].\tag{6}$$

Dividing (6) by (5), and using (3) for $ut$, gives

$$R(X)\equiv\frac{s_b}{s_u}=\frac{\int_{X_0}^X(b/x)e^{-b/x}dx}{\int_{X_0}^Xe^{-b/x}dx}.\tag{7}$$

This is a weighted average of $b/x$ over the thicknesses already passed. Its derivative follows from the quotient rule:

$$\frac{dR}{dX}=\frac{e^{-b/X}}{\int_{X_0}^Xe^{-b/x}dx}\left(\frac bX-R\right)<0.$$

The sign holds because every $x<X$ in the average has $b/x>b/X$. For two positive times $t_i\ne t_j$, the determinant of the corresponding rows $(s_u,s_b)$ is $s_u(t_i)s_u(t_j)[R_j-R_i]$, which is not zero. Two distinct readings thus suffice, without noise, to make $u$ and $b$ locally identifiable.

## The singular values

Choose dimensionless parameters

$$\theta=(W/kT_0,\ \ln u_0,\ \ln V,\ \ln a),$$

with reference temperature $T_0$, and let $S_{ij}=\partial X(t_i)/\partial\theta_j$. For a run at $T=T_0$, equation (2) reads $\ln u=\theta_2-\theta_1$ and $\ln b=\theta_3+\theta_4+\text{constant}$. The chain rule gives

$$S=DM,\quad D=[s_u\ \ s_b],\quad M=\begin{pmatrix}-1&1&0&0\\0&0&1&1\end{pmatrix}.\tag{8}$$

The two rows of $M$ are orthogonal and each has squared length 2, so $MM^T=2I$ and

$$SS^T=DMM^TD^T=2DD^T.$$

The nonzero singular values of $S$ are therefore $\sqrt2$ times those of $D$. There are two of them, because $D$ has independent columns. The other two singular values vanish. Since $D\eta=0$ requires $\eta=0$, the null space of $S$ is that of $M$, spanned by

$$n_1=(1,1,0,0),\qquad n_2=(0,0,1,-1).\tag{9}$$

The first vector raises barrier and prefactor together; the second trades potential for activation distance. In energy units the first exchange is $\delta W=kT\,\delta\ln u_0$. At 300 K a tenfold error in the prefactor is hidden by 0.0595 eV in $W$.

The nonzero singular values depend on the parameter scaling. If $\theta=C\theta'$ with invertible $C$, the matrix becomes $SC$ and a null vector $n$ becomes $C^{-1}n$. The rank does not change.

## Computing the rank

The following procedure needs no closed solution and so applies to modified growth laws.

1. Integrate the growth law for parameters shifted by $\pm h$ and $\pm2h$ in each $\theta_j$.
2. Form each column of $S$ from the central difference
$$f'\approx\frac{8[f(h)-f(-h)]-[f(2h)-f(-2h)]}{12h}.$$
3. Compute the singular value decomposition, and compare the singular values first with the numerical error, then with the measurement noise.

For step 2, Taylor expansion gives $f(h)-f(-h)=2hf'+h^3f'''/3+h^5f^{(5)}/60$ to this order. In the combination the $h^3$ terms cancel, and the $h^5$ terms leave $(8-32)h^5f^{(5)}/60$. Division by $12h$ gives the error $-h^4f^{(5)}/30$. For $h=2\times10^{-3}$ the factor $h^4/30$ is $5\times10^{-13}$. An error of size $\varepsilon$ in each integrated thickness contributes at most $(8+8+1+1)\varepsilon/12h=1.5\,\varepsilon/h$, so a smaller step is not automatically better.

An error matrix $\Delta S$ moves each singular value by at most its largest singular value $\|\Delta S\|$. A computed singular value below that level cannot be distinguished from zero. One well above it is nonzero, but may still be useless if it is small compared with the noise. Algebraic rank and practical resolution are separate questions.

## An example in the aluminium regime

Take $q=3e$, the first parameter set of the opening, and $X_0=1$ nm. There are 25 readings, equally spaced in $\log t$ from 10 s to $10^5$ s, with independent noise $\delta=0.02$ nm. The groups are

$$b=\frac{3(0.2)(1.5)}{0.02585}=34.8\ \text{nm},$$

$$u=2\times10^{12}e^{-61.89}=2.64\times10^{-15}\ \text{nm/s}.$$

| $t$ (s) | $X$ (nm) | $s_u$ (nm) | $s_b$ (nm) | $R$ |
|---|---|---|---|---|
| $10$ | 1.240 | 0.0413 | 1.197 | 29.0 |
| $10^3$ | 1.463 | 0.0569 | 1.406 | 24.7 |
| $10^5$ | 1.780 | 0.0829 | 1.697 | 20.5 |

The singular values of $S$, from differences of integrated curves, are 10.11, 0.0437, $1.5\times10^{-12}$ and $6\times10^{-13}$ nm. Those of $D$, from (5) and (6), are 7.15 and 0.0309 nm; multiplying by $\sqrt2$ reproduces the first two. The last two are at rounding level. They lie so low because raising $\theta_1$ by $h$ and lowering $\theta_2$ by $h$ define the same differential equation up to rounding, as do equal shifts of $\theta_3$ and $\theta_4$. Integration errors are then largely common to both columns.

The gap between the first two values has another origin. For large $z=b/X$, $E_n(z)\approx e^{-z}(1-n/z)/z$. The $X_0$ terms are smaller by about $10^{-3}$ at 10 s and less later. Equations (5) and (6) then give, to leading order,

$$s_u\approx X^2/b,\qquad s_b\approx X.$$

The first column is smaller by roughly $X/b$, and over a narrow thickness range $X^2$ looks much like a multiple of $X$. If the readings cover a vanishing range of thickness, $R$ becomes constant and the second singular value tends to zero.

## Noise in the two surviving groups

Let $\eta$ be the error of the fitted $(\ln u,\ln b)$. For small noise $\xi$, least squares minimizes $|\xi-D\eta|^2$. Setting the derivative to zero gives $D^TD\eta=D^T\xi$. With $\langle\xi\xi^T\rangle=\delta^2I$,

$$\langle\eta\eta^T\rangle=(D^TD)^{-1}D^T(\delta^2I)D(D^TD)^{-1}=\delta^2(D^TD)^{-1}.\tag{10}$$

The predicted standard deviations are 0.647 in $\ln u$ and 0.0272 in $\ln b$. Fits to 600 synthetic noisy data sets gave 0.664 and 0.0279. The excess of 2.6% is no larger than the expected sampling error of a standard deviation, about $1/\sqrt{1200}=2.9\%$.

One standard deviation is thus a factor $e^{0.647}\approx1.9$ in $u$, but 2.7% in $b$. The errors have correlation $-0.995$. The reason can be read from

$$\delta X=s_u(\delta\ln u+R\,\delta\ln b).$$

An error in $\ln u$ is nearly compensated by $\delta\ln b=-\delta\ln u/R$. The ratio of the two spreads, $0.647/0.0272\approx24$, lies within the range of $R$ in the table. A report should therefore give both groups with their covariance; separate error bars overstate the freedom of the pair.

## Which experiment restores the rank

Consider several runs $r$, at temperatures $T_r$ and with known additions $\Delta_r$ to the potential. Assume that $W,u_0,V,a$ are the same in all of them and that the added potential falls wholly across the film. Then

$$\ln u_r=\theta_2-\frac{T_0}{T_r}\theta_1,\qquad b_r=\frac{qa(V+\Delta_r)}{kT_r},$$

and the link matrix becomes

$$M_r=\begin{pmatrix}-T_0/T_r&1&0&0\\0&0&V/(V+\Delta_r)&1\end{pmatrix}.\tag{11}$$

The full matrix is the stack of the products $D_rM_r$. Because each $D_r$ has independent columns, a vector is null if and only if all $M_r$ annihilate it. The rank is the dimension of the span of all rows in (11). A second temperature adds one independent row of the first type; a second potential adds one of the second type.

With a second run at 320 K, the singular values are 15.1, 0.0905, 0.00912 and $2\times10^{-12}$ nm: rank 3. The spread of $W$ is now 0.043 eV, but $V$ and $a$ remain inseparable. With 0.2 V added at 300 K instead, the values are 14.8, 0.460, 0.0654 and $2\times10^{-12}$ nm. The rank is again 3, and $\ln V$ has a spread of 0.032, while $W$ and $u_0$ remain inseparable. All three runs together give 18.5, 0.546, 0.103 and 0.00978 nm, hence rank 4. The spreads are then 0.040 eV in $W$, 0.032 in $\ln V$ and 0.033 in $\ln a$. Each run has 25 readings, so these designs also contain more data than the single run; the change of rank comes from the new rows.

The two parameter sets of the opening show the same thing at finite distance. Their curves separate by up to 0.056 nm at 320 K and by up to 0.224 nm with 0.2 V added.

The small uncertainty in $W$ relies on $V$ and $a$ being unchanged by temperature. If $b$ had to be fitted freely at each temperature, $W$ would come from the two values of $\ln u$ alone:

$$W=\frac{\ln u_{320}-\ln u_{300}}{1/kT_{300}-1/kT_{320}}.$$

The denominator is about $2.42\ \text{eV}^{-1}$. Equation (10) gives a spread of $\ln u$ of 0.647 at 300 K and 0.43 at 320 K, so the uncertainty is $\sqrt{0.647^2+0.43^2}/2.42\approx0.32$ eV. The assumed constancy of the product $aV$ is thus supplying much of the precision.

## Changes in the growth law

**A prefactor proportional to $a$.** Some hopping models make $u_0$ proportional to the jump length. Write the prefactor as $u_0a/a_0$, with fixed $a_0$. The first row of $M$ becomes $(-1,1,0,1)$. The isothermal rank is still 2, but $n_2$ is replaced by $(0,1,1,-1)$: reducing $a$ requires a larger $V$ and a larger $u_0$.

**Thick films.** When $b/X\ll1$, backward hops cannot be dropped. The law with both directions is

$$\frac{dX}{dt}=u(e^{b/X}-e^{-b/X})\approx\frac{2ub}{X},$$

so $X^2=X_0^2+4ubt$. Differentiating gives $\partial X/\partial\ln u=\partial X/\partial\ln b=2ubt/X$. At this order the two columns coincide and the rank falls to 1: parabolic data that follow this hopping law determine the product $ub$ alone. In the example the film is far from this limit, with a backward-to-forward ratio of $10^{-17}$ at $10^5$ s.

**A curved barrier.** Linear lowering assumes that the barrier top does not move. For a cosine potential under a force $F=qV/X$,

$$U(x)=-\frac W2\cos\frac{\pi x}{a}-Fx,$$

the stationary points obey $\sin(\pi x/a)=g$, with $g=2aF/(\pi W)$. The minimum is at $x_1=(a/\pi)\arcsin g$ and the maximum at $a-x_1$. The cosine equals $\pm\sqrt{1-g^2}$ at these points, so the energy difference is

$$W\sqrt{1-g^2}-F(a-2x_1)=W\left[\sqrt{1-g^2}+g\arcsin g\right]-aF,\tag{12}$$

where $2aF/\pi=Wg$ was used. For small $g$ the bracket is $1+g^2/2$, and the added energy is $2(aF)^2/(\pi^2W)$.

Here $W$ appears apart from $u$ and $b$, so the degeneracy of barrier and prefactor is formally lifted. Since $a$ and $V$ still enter through $aF=qaV/X$, theirs survives. The computed singular values are 9.18, 0.0385, $1.51\times10^{-4}$ and $2\times10^{-12}$ nm. The third is far above numerical error, but it leaves a linearized spread of 2.35 eV in $W$, larger than $W$ itself. A linearized spread this large is only a guide. Refitting the noise-free curve at fixed $W$ raises $\chi^2$ by less than 0.15 for $W$ from 1.3 to 15 eV and by about 2 at 1.0 eV. Even if the barrier shape is known, such data give little more than a lower bound on $W$ near 1 eV.

Curvature nevertheless matters for the fitted groups. At the example's thicknesses the added energy falls from $2.6\,kT$ at 10 s to $1.26\,kT$ at $10^5$ s. A straight line in $1/X$ through these values has slope $1.34/(1/1.240-1/1.780)\approx5.5$ nm and intercept $-1.8$. A fit with linear lowering would thus return $b$ too small by roughly 6 nm, or one sixth, and $\ln u$ too large by roughly 2; the exact shifts depend on the thicknesses covered. Both shifts exceed the statistical spreads.

The further experiments do not remove this error. If noise-free curves for all three runs are generated with the cosine barrier and fitted with linear lowering, $V$ is recovered within 1%, but $a$ comes out about 17% too small and $W$ about 0.07 eV too small. The remaining root-mean-square misfit is about 0.003 nm, far below the noise, so the fit gives no warning. The spreads quoted for the combined runs therefore hold only if the barrier really is lowered linearly.

## Comparison with a real film

The parameters are rough values for aluminium oxidizing near room temperature, where films of a few nanometres are typical. The model field falls from 12.1 to 8.4 MV/cm over the readings, comparable to a rough breakdown strength of 10 MV/cm, and it is higher still at the start. Leakage or breakdown, which the model omits, therefore cannot be ruled out. The film is also just 3.1 to 4.4 jump lengths $2a$ thick, which makes a continuous thickness and a uniform field coarse approximations. Among the effects given a size here, barrier curvature moves the $b$ of the single run most, by roughly one sixth as found above.

Three other assumptions can be sized.

- **Electron supply.** A constant $V$ requires electrons to tunnel through the film faster than the ions consume them. The demand per area and time is $(q/e)(dX/dt)/\Omega$ electrons, with a rough oxide volume $\Omega=0.023$ nm³ per metal ion. The supply is estimated as $(2kT/h)\int_0^\infty e^{-2X\sqrt{\kappa^2+k^2}}\,k\,dk/2\pi$: the tunnelling probability summed over wave vectors $k$ parallel to the film, for electrons in an energy window $kT$. Here $\hbar\kappa=\sqrt{2m\Phi}$. With a rough tunnel barrier $\Phi=2$ eV and the free-electron mass $m$, supply exceeds demand by a factor of at least $3.9\times10^3$ in the three runs. This margin depends exponentially on $\Phi$: the smallest factor falls to about 6 at $\Phi=3$ eV and below 1 at 3.5 eV. These figures hold for the free-electron mass. Only the product $m\Phi$ enters $\kappa$, and with a rough oxide tunnelling mass of 0.4 free-electron masses the smallest factor stays above $10^5$ even at 3.5 eV. In this estimate a factor $f$ corresponds to a drop of about $kT/(ef)$ in the potential, roughly 0.3% of $V$ for $f=6$. Whether $V$ stays constant thus depends on $m\Phi$, which the model does not supply.
- **Space charge.** Ions that take a time $\tau$ to cross the film carry a charge $q\tau(dX/dt)/\Omega$ per area, to be compared with the surface charge $\epsilon_0\epsilon_rV/X$. For a relative permittivity $\epsilon_r$ near 9, they carry 1% of the surface charge if $\tau$ reaches 0.011 s at 10 s, or 39 s at $10^5$ s. The model does not supply the actual transit time, so this assumption remains open.
- **Temperature control.** From (2), $\partial\ln u/\partial T=W/kT^2$ and $\partial\ln b/\partial T=-1/T$. Hence $\partial X/\partial T=(s_uW/kT-s_b)/T$, which is 0.0045 nm/K at 10 s and 0.0114 nm/K at $10^5$ s. A constant offset of 2 K shifts the last reading by slightly more than the noise. In the combined fit, a 2 K error in the 320 K run alone shifts $W$ by nearly 0.1 eV, more than barrier curvature does.

The exact starting thickness is less critical if it is near or below 1 nm. Differentiating (3) at fixed $t,u,b$ gives $\partial X/\partial X_0=e^{b/X-b/X_0}$, which is $1.2\times10^{-3}$ at 10 s and smaller later. The law cannot, however, be started below $qaV/W=0.56$ nm, where the linearly lowered barrier vanishes.

For the single run, the defensible results are $u$ and $b$ with their covariance, conditional on linear lowering. Equivalently, $b\,kT$ gives $qaV=0.90$ eV nm. A value of $a$ then requires an independent $V$ or a run with a known added potential, and a value of $W$ requires an independent $u_0$ or another temperature. The main computed values are listed in the numerical output.

## Calculated quantities

```
ion charge: 3 e
barrier W: 1.6 eV
prefactor u0: 2e+12 nm/s
potential V: 1.5 V
activation distance a: 0.2 nm
starting thickness: 1 nm
temperatures, reference and second: 300  320 K
added potential in third run: 0.2 V
readings per run: 25
first and last time: 10  1e+05 s
thickness noise: 0.02 nm
kT at reference: 0.02585 eV
W/kT: 61.89
u = u0 exp(-W/kT): 2.644e-15 nm/s
b = q a V/kT: 34.81 nm
thickness at 10, 1e3, 1e5 s: 1.24  1.463  1.78 nm
dX/dln u at 10, 1e3, 1e5 s: 0.04128  0.05689  0.08286 nm
dX/dln b at 10, 1e3, 1e5 s: 1.197  1.406  1.697 nm
ratio of the two at these times: 29.01  24.72  20.48
singular values, one isothermal run: 1.011e+01  4.365e-02  1.455e-12  6.219e-13 nm
singular values of the pair matrix D: 7.15  0.03087 nm
singular values, 300 K and 320 K: 1.507e+01  9.052e-02  9.117e-03  2.303e-12 nm
singular values, 0 V and 0.2 V added: 1.476e+01  4.597e-01  6.543e-02  1.745e-12 nm
singular values, all three runs: 1.850e+01  5.459e-01  1.028e-01  9.782e-03 nm
predicted spread of ln u, ln b: 0.6473  0.02719
spread in repeated noisy fits: 0.6644  0.02791
number of noisy fits: 600
correlation of ln u and ln b: -0.99469
W shift that hides a tenfold prefactor: 0.05953 eV
twin set: W, V, a: 1.8  0.75  0.4 (eV, V, nm)
twin set: u0: 4.58e+15 nm/s
largest twin difference, 300 K: 5.2e-14 nm
largest twin difference, 320 K: 0.05647 nm
largest twin difference, 0.2 V added: 0.2244 nm
spread of W, two temperatures: 0.04343 eV
spread of ln V, two potentials: 0.03181
spread of W, all three runs: 0.03982 eV
spread of ln V and ln a, all three runs: 0.03168  0.03321
curved barrier: singular values: 9.176e+00  3.849e-02  1.510e-04  1.650e-12 nm
curved barrier: spread of W, one run: 2.35 eV
curvature term at 10 s and 1e5 s: 2.6  1.26 kT
field at start, 10 s, 1e5 s: 15  12.1  8.429 MV/cm
barrier left at start, 10 s, 1e5 s: 0.7  0.8742  1.094 eV
thickness where barrier vanishes: 0.5625 nm
backward/forward hops at 1e5 s: 1.0e-17
dX/dX0 at 10 s and 1e5 s: 1.19e-03  2.38e-07
thickness error per kelvin, 10 s and 1e5 s: 0.004525  0.01144 nm/K
rough tunnel barrier: 2 eV
rough oxide volume per metal ion: 0.023 nm^3
rough relative permittivity: 9
least electron supply/demand, 300 K, 320 K, 0.2 V added: 1.8e+05  3.9e+03  7.4e+03
ion transit time for 1% space charge, 10 s and 1e5 s: 0.011  39 s
jump lengths 2a in film, 10 s and 1e5 s: 3.1  4.4
```
